**Retarded dispersion energy of two hydrogen atoms**

The program computes the Casimir–Polder energy $V(R)$ of two ground-state hydrogen atoms at distance $R$, with electron spin left out, and the retardation factor $f=V/(-C_6/R^6)$. Here $C_6$ is the London coefficient, $K_7=23c\alpha(0)^2/4\pi$ is the coefficient of the far law $-K_7/R^7$ in atomic units, $\alpha(0)$ is the static polarizability and $c$ is the speed of light. It asserts that a Sturmian-basis polarizability agrees with the exact bound and continuum oscillator strengths, and that the sum over time orderings and the photon mode sum agree with their closed forms at sample parameters. It also asserts both limiting laws with their leading corrections, and compares the energy at three distances with adaptive quadrature over the exact spectrum. On a grid of distances it asserts that $f$ stays below both asymptotes and that the local exponent $p=-d\ln|V|/d\ln R$ rises between 6 and 7. The output puts the crossing of the asymptotes at 413.55 angstrom (781.50 bohr), where $f=0.639$. The distances of 10% deviation from the near and far laws differ by a factor of 8.69, and those where $p$ equals 6.1 and 6.9 by a factor of 17.32.

## Verification by program

```python
# Retarded dispersion energy of two ground-state hydrogen atoms (spin left out):
#   V(R) = -(1/(pi R^6)) Int_0^inf dw alpha(iw)^2 exp(-2x)(x^4+2x^3+5x^2+6x+3),
# with x = w R/c. Retardation factor f = V/(-C6/R^6). Results under test:
# the near law -C6/R^6 and far law -K7/R^7, K7 = 23 c alpha(0)^2/(4 pi), cross at
# R_x = K7/C6, about 780 bohr, and the passage between them is broad: a factor
# above 5 in R between 10% deviations from the two laws, and a factor above 10
# in R while the local exponent p = -dln|V|/dlnR goes from 6.1 to 6.9.
# Atomic units inside (hbar = e = m = 1); output in eV and angstrom.
# alpha(iw): dipole polarizability at imaginary frequency.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import genlaguerre

c = 1.0 / const.fine_structure
ANG = const.physical_constants["Bohr radius"][0] * 1e10
EV = const.physical_constants["Hartree energy in eV"][0]


def gauss(n, a, b):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * t + 0.5 * (a + b), 0.5 * (b - a) * w


# --- Hydrogen p-type response in a Sturmian basis with exponent 1 ---
def sturmian_matrices(n):
    k = np.arange(2, n + 2, dtype=float)
    side = -0.5 * np.sqrt((k[:-1] - 1) * (k[:-1] + 2))
    overlap = np.diag(k) + np.diag(side, 1) + np.diag(side, -1)
    source = np.zeros(n)
    source[:2] = np.sqrt(1.5) * np.array([2.0, -1.0])
    return k - 1, overlap, source


def pseudo_spectrum(n):
    energy_diag, overlap, source = sturmian_matrices(n)
    root = np.sqrt(energy_diag)
    inverse_energy, vec = np.linalg.eigh(overlap / np.outer(root, root))
    weight = (2.0 / 3.0) * (vec.T @ (source / root)) ** 2
    return weight, 1.0 / inverse_energy


def london_c6(weight, energy):
    f = weight * energy**2
    pair = np.outer(energy, energy) * np.add.outer(energy, energy)
    return 1.5 * np.sum(np.outer(f, f) / pair)


a_n, E_n = pseudo_spectrum(50)


def alpha(w):
    w = np.asarray(w, dtype=float)
    return np.sum(a_n / (1 + (w[..., None] / E_n) ** 2), axis=-1)


# Test: matrices against quadrature of the basis functions themselves
t_lag, w_lag = np.polynomial.laguerre.laggauss(30)
r, w_r = t_lag / 2, w_lag / 2        # weight exp(-2r) is contained in w_r
functions, h_functions = [], []
for k in range(2, 7):
    lag = np.poly1d(genlaguerre(k - 2, 3).coeffs)
    q = lag(np.poly1d([2.0, 0.0]))
    poly = np.poly1d([1.0, 0.0, 0.0]) * q
    norm = np.sqrt(np.sum(w_r * poly(r) ** 2 / r))
    functions.append(poly(r) / norm)
    h_poly = (-0.5 * poly.deriv(2)(r) + poly.deriv()(r)
              + poly(r) / r**2 - poly(r) / r)
    h_functions.append(h_poly / norm)
functions, h_functions = np.array(functions), np.array(h_functions)
diag5, overlap5, source5 = sturmian_matrices(5)
assert np.allclose((functions * w_r) @ functions.T, overlap5, atol=1e-9)
assert np.allclose((functions * w_r) @ h_functions.T, np.diag(diag5), atol=1e-9)
assert np.allclose((functions * w_r) @ (2 * r**2), source5, atol=1e-9)

# --- Exact hydrogen oscillator strengths: bound levels and continuum ---
n = np.arange(2, 1501, dtype=float)
f_bound = np.exp(8 * np.log(2) + 5 * np.log(n) + (2 * n - 4) * np.log(n - 1)
                 - np.log(3) - (2 * n + 4) * np.log(n + 1))
t, wt = gauss(300, 0, 1)
k = t / (1 - t)
f_cont = (256 / 3 / (1 + k**2) ** 4 * np.exp(-4 * np.arctan(k) / k)
          / (-np.expm1(-2 * np.pi / k)) * k * wt / (1 - t) ** 2)
f_true = np.concatenate([f_bound, f_cont])
E_true = np.concatenate([0.5 - 0.5 / n**2, 0.5 * (1 + k**2)])


def alpha_true(w):
    return np.sum(f_true / (E_true**2 + w**2))


assert abs(f_true.sum() - 1) < 2e-6      # bound levels above n=1500 are missing
for w in (0.0, 0.1, 0.5, 1.0, 3.0):
    assert abs(alpha(w) / alpha_true(w) - 1) < 3e-6
alpha0 = float(alpha(0.0))
S4 = np.sum(a_n / E_n**2)
assert abs(alpha0 - 4.5) < 1e-10
assert abs(S4 - 319 / 12) < 1e-8
assert abs(np.sum(f_true / E_true**4) / (319 / 12) - 1) < 3e-6

# --- Fourth-order time orderings against one imaginary-frequency integral ---
# Edges: excitation of atom A, excitation of atom B, photon 1, photon 2.
edges = {("A1", "A2"): 0.4, ("B1", "B2"): 0.7, ("A1", "B1"): 0.3, ("A2", "B2"): 1.1}
ordered_sum = 0.0
for order in itertools.permutations(["A1", "A2", "B1", "B2"]):
    product = 1.0
    for m in (1, 2, 3):
        done = order[:m]
        product *= sum(e for (u, v), e in edges.items() if (u in done) != (v in done))
    ordered_sum += 1 / product
loop = quad(lambda w: np.prod([2 * e / (e * e + w * w) for e in edges.values()]),
            0, np.inf, epsabs=1e-12, epsrel=1e-11)[0] / np.pi
assert abs(ordered_sum / loop - 1) < 1e-8

# --- Photon mode sum (smooth cutoff) against the closed field tensor ---
kappa, dist, eta = 0.7, 1.0, 0.1
kk, wk = gauss(400, 0, 70)
u, wu = gauss(200, -1, 1)
wave = np.cos(np.outer(kk * dist, u))
radial = (2 / np.pi) * wk * kk**4 / (kk**2 + kappa**2)
radial = radial * np.exp(-eta**2 * (kk**2 + kappa**2))
G_par = radial @ (wave @ (0.5 * wu * (1 - u**2)))
G_perp = radial @ (wave @ (0.25 * wu * (1 + u**2)))
x0 = kappa * dist
assert abs(G_par - 2 * (1 + x0) * np.exp(-x0) / dist**3) < 1e-6
assert abs(G_perp + (1 + x0 + x0**2) * np.exp(-x0) / dist**3) < 1e-6

# --- Symbolic: trace of the squared tensor, far-limit integrals, slope ---
R_s, q_s, x_s = sp.symbols("R q x", positive=True)
yukawa = sp.exp(-q_s * R_s) / R_s
par = sp.diff(yukawa, R_s, 2) - q_s**2 * yukawa
perp = sp.diff(yukawa, R_s) / R_s - q_s**2 * yukawa
P = x_s**4 + 2 * x_s**3 + 5 * x_s**2 + 6 * x_s + 3
trace = (par**2 + 2 * perp**2) * R_s**6 * sp.exp(2 * q_s * R_s)
assert sp.simplify(trace - 2 * P.subs(x_s, q_s * R_s)) == 0
damped = sp.expand(P) * sp.exp(-2 * x_s)
far0 = sp.integrate(sp.expand(damped), (x_s, 0, sp.oo))
far2 = sp.integrate(sp.expand(x_s**2 * damped), (x_s, 0, sp.oo))
assert far0 == sp.Rational(23, 4) and far2 == sp.Rational(129, 8)
slope = -2 * x_s * (x_s**3 + 2 * x_s + 1) * sp.exp(-2 * x_s)
assert sp.simplify(sp.diff(damped, x_s) - slope) == 0


# --- Retardation factor and local exponent ---
t_q, w_q = gauss(300, 0, 1)


def g(x):
    return np.exp(-2 * x) * (x**4 + 2 * x**3 + 5 * x**2 + 6 * x + 3) / 3


def frequency_grid(R):
    s = 1 / (2 + R / c)
    return s * t_q / (1 - t_q), s * w_q / (1 - t_q) ** 2


w0, dw0 = frequency_grid(0.0)
I0 = np.sum(dw0 * alpha(w0) ** 2)
I2 = np.sum(dw0 * w0**2 * alpha(w0) ** 2)
C6 = 3 * I0 / np.pi


def factor(R):
    w, dw = frequency_grid(R)
    return np.sum(dw * alpha(w) ** 2 * g(w * R / c)) / I0


def energy(R):
    return -C6 * factor(R) / R**6


def exponent(R):
    w, dw = frequency_grid(R)
    x = w * R / c
    xdg = -2 * x**2 * (x**3 + 2 * x + 1) * np.exp(-2 * x) / 3
    a2 = dw * alpha(w) ** 2
    return 6 - np.sum(a2 * xdg) / np.sum(a2 * g(x))


K7 = 23 * c * alpha0**2 / (4 * np.pi)
R_x = K7 / C6
L_near = c * np.sqrt(3 * I0 / I2)
L_far = c * np.sqrt(129 / 23 * S4 / alpha0)

# Near coefficient against the second-order double sum over exact transitions
C6_sum = london_c6(f_true / E_true**2, E_true)
assert abs(C6 / C6_sum - 1) < 3e-6
assert abs(london_c6(*pseudo_spectrum(40)) / C6 - 1) < 1e-8
# Far coefficient and crossing against the full integral at very large R
K7_numeric = -energy(1e6) * 1e6**7
assert abs(K7_numeric / K7 - 1) < 2e-6
assert abs(K7_numeric / C6_sum - R_x) < 0.01
assert 775 < R_x < 785
# Full energy at finite R against adaptive quadrature with the exact spectrum
for R in (100.0, R_x, 5000.0):
    direct = quad(lambda x: alpha_true(c * x / R) ** 2 * g(x) * 3 * c / R,
                  0, 30 * max(1.0, R / c), epsabs=0, epsrel=1e-8, limit=300,
                  points=[0.01, 0.1, 1.0, 5.0])[0]
    # finite upper limit and missing high bound levels set the tolerance
    assert abs(-direct / (np.pi * R**6) / energy(R) - 1) < 1e-5
# Leading corrections; the tiny R only probes the expansion of the integral
R = 0.25
assert abs((1 - factor(R)) * (L_near / R) ** 2 - 1) < 5e-3
R = 1e5
assert abs((1 - factor(R) * R / R_x) * (R / L_far) ** 2 - 1) < 5e-3
# Bounds, monotonic behaviour and local exponent
grid = np.geomspace(20, 1e5, 120)
f_grid = np.array([factor(R) for R in grid])
p_grid = np.array([exponent(R) for R in grid])
assert np.all(f_grid < np.minimum(1, R_x / grid))
assert np.all(np.diff(f_grid) < 0) and np.all(np.diff(f_grid * grid) > 0)
assert np.all((p_grid > 6) & (p_grid < 7)) and np.all(np.diff(p_grid) > 0)
for R in (150.0, R_x, 3000.0):
    h = 1e-3
    fd = -np.log(energy(R * np.exp(h)) / energy(R * np.exp(-h))) / (2 * h)
    assert abs(fd - exponent(R)) < 1e-5

# Width of the crossover, from the full integral, by two measures
R_f90 = brentq(lambda R: factor(R) - 0.9, 10, 1e4)
R_far90 = brentq(lambda R: factor(R) * R / R_x - 0.9, 100, 1e5)
R_p61 = brentq(lambda R: exponent(R) - 6.1, 10, 1e4)
R_p69 = brentq(lambda R: exponent(R) - 6.9, 100, 1e5)
assert R_f90 < R_x < R_far90 and 5 < R_far90 / R_f90 < 10
assert R_p61 < R_x < R_p69 and R_p69 / R_p61 > 10

# Magnetic scale of two electron spins, left out of V
mu_B = const.physical_constants["Bohr magneton"][0]
R_si = R_x * ANG * 1e-10
spin_scale = const.mu_0 * mu_B**2 / (4 * np.pi * R_si**3) / const.e
assert abs(spin_scale / (EV / (4 * c**2 * R_x**3)) - 1) < 1e-6

print(f"hbar*c = {c * EV * ANG:.3f} eV angstrom")
print(f"static polarizability alpha(0) = {alpha0 * ANG**3:.6f} angstrom^3")
for size in (2, 3, 5, 50):
    value = london_c6(*pseudo_spectrum(size)) * EV * ANG**6
    print(f"C6 with {size} Sturmians = {value:.5f} eV angstrom^6")
print(f"C6 converged, converted = {C6:.6f} hartree bohr^6")
print(f"K7 = {K7 * EV * ANG**7:.3f} eV angstrom^7")
print(f"crossing R_x = {R_x * ANG:.2f} angstrom = {R_x:.2f} bohr")
print(f"near correction length L_near = {L_near * ANG:.2f} angstrom")
print(f"far correction length L_far = {L_far * ANG:.2f} angstrom")
print("Table: R (angstrom), V (eV), f, min(1,R_x/R), exponent p")
for R_ang in (20, 50, 100, 200, 500, 1000, 2000, 5000, 10000):
    R = R_ang / ANG
    print(f"{R_ang:6d}  {energy(R) * EV:.4e}  {factor(R):.5f}"
          f"  {min(1, R_x / R):.5f}  {exponent(R):.4f}")
print(f"at R_x: V = {energy(R_x) * EV:.4e} eV")
print(f"at R_x: each asymptote = {-C6 / R_x**6 * EV:.4e} eV")
print(f"at R_x: f = {factor(R_x):.5f}, p = {exponent(R_x):.4f} (no unit)")
print(f"f = 0.9 at R = {R_f90 * ANG:.2f} angstrom")
print(f"V/V_far = 0.9 at R = {R_far90 * ANG:.2f} angstrom")
print(f"ratio of these two distances = {R_far90 / R_f90:.2f} (no unit)")
print(f"p = 6.1 at R = {R_p61 * ANG:.2f} angstrom")
print(f"p = 6.9 at R = {R_p69 * ANG:.2f} angstrom")
print(f"ratio of these two distances = {R_p69 / R_p61:.2f} (no unit)")
print(f"spin-spin magnetic scale at R_x = {spin_scale:.3e} eV")
print("every check passed")
```

Output:

```
hbar*c = 1973.270 eV angstrom
static polarizability alpha(0) = 0.666831 angstrom^3
C6 with 2 Sturmians = 3.87325 eV angstrom^6
C6 with 3 Sturmians = 3.88300 eV angstrom^6
C6 with 5 Sturmians = 3.88334 eV angstrom^6
C6 with 50 Sturmians = 3.88334 eV angstrom^6
C6 converged, converted = 6.499027 hartree bohr^6
K7 = 1605.966 eV angstrom^7
crossing R_x = 413.55 angstrom = 781.50 bohr
near correction length L_near = 271.74 angstrom
far correction length L_far = 417.41 angstrom
Table: R (angstrom), V (eV), f, min(1,R_x/R), exponent p
    20  -6.0405e-08  0.99551  1.00000  6.0083
    50  -2.4295e-10  0.97752  1.00000  6.0383
   100  -3.6232e-12  0.93301  1.00000  6.1057
   200  -5.0356e-14  0.82991  1.00000  6.2469
   500  -1.4393e-16  0.57913  0.82710  6.5549
  1000  -1.4066e-18  0.36221  0.41355  6.7882
  2000  -1.2056e-20  0.19869  0.20678  6.9265
  5000  -2.0416e-23  0.08214  0.08271  6.9865
 10000  -1.6032e-25  0.04128  0.04136  6.9965
at R_x: V = -4.9618e-16 eV
at R_x: each asymptote = -7.7629e-16 eV
at R_x: f = 0.63916, p = 6.4845 (no unit)
f = 0.9 at R = 132.52 angstrom
V/V_far = 0.9 at R = 1151.41 angstrom
ratio of these two distances = 8.69 (no unit)
p = 6.1 at R = 96.02 angstrom
p = 6.9 at R = 1663.18 angstrom
ratio of these two distances = 17.32 (no unit)
spin-spin magnetic scale at R_x = 7.590e-13 eV
every check passed
```
